# A failing check and its repair

Subject: Choosing the Time Step in Linear Stochastic Surface Growth.

```python
# Result under test: a linear growing surface can be advanced exactly in law,
# for any time step, by an Ornstein-Uhlenbeck transition of each Fourier mode.
#   dh/dt = NU lap(h) - K lap(lap(h)) + noise, noise strength 2 D
#   h = height minus mean thickness (nm), time in deposition cycles
#   c = Fourier coefficients, h(x) = sum_k c_k exp(i k.x), periodic box
#   rate = NU k^2 + K k^4, the decay rate of a mode
#   W = rms height about the spatial mean of the surface
import numpy as np
import mpmath as mp
from scipy import fft, linalg

rng = np.random.default_rng(20817)

UNIT_VOLUME = 0.03      # nm^3 per deposited unit
SITE_AREA = 0.1         # nm^2 per surface site
FILL = 1.0 / 3.0        # fraction of sites filled in one cycle
NU = 0.02               # nm^2/cycle
K = 0.002               # nm^4/cycle
GROWTH = FILL * UNIT_VOLUME / SITE_AREA
D = 0.5 * UNIT_VOLUME * GROWTH * (1.0 - FILL)


def wave_numbers(n, box):
    return 2 * np.pi * fft.fftfreq(n, 1.0 / n) / box


def squared_k(n, box):
    k = wave_numbers(n, box)
    return k[:, None] ** 2 + k[None, :] ** 2


def decay_rates(n, box):
    k2 = squared_k(n, box)
    return NU * k2 + K * k2 ** 2


def mean_decay(x):
    """(1 - exp(-x)) / x, equal to 1 at x = 0."""
    x = np.asarray(x, dtype=float)
    safe = np.where(x > 0, x, 1.0)
    return np.where(x > 0, -np.expm1(-safe) / safe, 1.0)


def mode_variance(rate, dt, box):
    return 2 * D * dt / box ** 2 * mean_decay(2 * rate * dt)


def ou_step(c, rate, dt, box, normals):
    kick = np.sqrt(mode_variance(rate, dt, box))
    return np.exp(-rate * dt) * c + kick * fft.fft2(normals, norm="ortho")


def width_squared(variance):
    return variance.sum() - variance[0, 0]


def surface_width_squared(c):
    power = np.abs(c) ** 2
    return power.sum(axis=(1, 2)) - power[:, 0, 0]


# --- decay rate from finite differences of a plane wave
def laplacian(f, d=0.02):
    return lambda x, y: (f(x + d, y) + f(x - d, y) + f(x, y + d)
                         + f(x, y - d) - 4 * f(x, y)) / d ** 2


k_test = wave_numbers(64, 64.0)
wave = lambda x, y: np.cos(k_test[9] * x + k_test[5] * y)
change = (NU * laplacian(wave)(0.3, 0.2)
          - K * laplacian(laplacian(wave))(0.3, 0.2))
assert np.isclose(change, -decay_rates(64, 64.0)[9, 5] * wave(0.3, 0.2),
                  rtol=1e-3)


# --- real-space matrices of the update routine
def update_matrices(n, box, dt):
    size = n * n
    unit = np.eye(size).reshape(size, n, n)
    none = np.zeros_like(unit)
    rate = decay_rates(n, box)
    result = []
    for start, normals in ((unit, none), (none, unit)):
        c = ou_step(fft.fft2(start, norm="forward"), rate, dt, box, normals)
        field = fft.ifft2(c, norm="forward")
        assert np.abs(field.imag).max() < 1e-13
        result.append(field.real.reshape(size, size))
    return result


# --- covariance from the small-step limit of the stochastic equation
total_time = 3.0
covariance_error = 0.0
partition_error = 0.0
for n in (5, 6):
    box = float(n)                      # grid spacing 1 nm
    size = n * n
    place = np.array([(i, j) for i in range(n) for j in range(n)], float)
    shift = place[:, None, :] - place[None, :, :]
    generator = np.zeros((size, size))
    for p in range(-(n // 2), n - n // 2):
        for q in range(-(n // 2), n - n // 2):
            k = 2 * np.pi * np.array([p, q]) / box
            k2 = k @ k
            generator -= (NU * k2 + K * k2 ** 2) * np.cos(shift @ k) / size
    limits = []
    for count in (2000, 4000):
        small = total_time / count
        advance = np.eye(size) + small * generator
        cov = np.zeros((size, size))
        for _ in range(count):
            cov = advance @ cov @ advance.T + 2 * D * small * np.eye(size)
        limits.append(cov)
    reference = 2 * limits[1] - limits[0]      # removes first-order error
    carry, noise = update_matrices(n, box, total_time)
    one_step = noise.T @ noise
    err = np.abs(one_step - reference).max() / reference.max()
    covariance_error = max(covariance_error, err)
    assert err < 1e-5
    assert np.allclose(carry, linalg.expm(generator * total_time), atol=1e-11)
    # uneven partition of the same time
    cov = np.zeros((size, size))
    for dt in (0.01, 0.7, 2.29):
        carry, noise = update_matrices(n, box, dt)
        cov = carry.T @ cov @ carry + noise.T @ noise
    err = np.abs(cov - one_step).max() / one_step.max()
    partition_error = max(partition_error, err)
    assert err < 1e-11
    # point variance and width from the independent covariance
    formula = mode_variance(decay_rates(n, box), total_time, box)
    assert np.isclose(reference[0, 0], formula.sum(), rtol=1e-5)
    assert np.isclose(np.trace(reference) / size - reference.mean(),
                      width_squared(formula), rtol=1e-5)

# --- cancellation at small rate times step
tiny = 2e-13
mp.mp.dps = 50
true_ratio = float((1 - mp.exp(-mp.mpf(tiny))) / mp.mpf(tiny))
naive_error = abs((1 - np.exp(-tiny)) / tiny / true_ratio - 1)
assert abs(float(mean_decay(tiny)) / true_ratio - 1) < 1e-14

# --- noise strength from random filling of sites
patch_area, sites, cycles = 1.0, 10, 20
filled = (rng.random((20000, cycles, sites)) < FILL).sum(axis=(1, 2))
patch_height = filled * UNIT_VOLUME / patch_area
site_variance = patch_height.var(ddof=1)
site_formula = 2 * D * cycles / patch_area
assert np.isclose(patch_height.mean(), GROWTH * cycles, rtol=0.01)
assert np.isclose(site_variance, site_formula, rtol=0.05)

# --- worked example: ensembles with large and with smaller steps
N, BOX, FINAL = 64, 64.0, 300.0
rate = decay_rates(N, BOX)
times = (3.0, 30.0, 300.0)
runs = 200
schedules = {"large": (1, 1, 1), "small": (3, 9, 27)}
sampled = {}
for name, counts in schedules.items():
    c = np.zeros((runs, N, N), complex)
    previous = 0.0
    for t, count in zip(times, counts):
        for _ in range(count):
            c = ou_step(c, rate, (t - previous) / count, BOX,
                        rng.standard_normal((runs, N, N)))
        previous = t
        w2 = surface_width_squared(c)
        var = mode_variance(rate, t, BOX)
        spread = np.sqrt(2 * (np.sum(var ** 2) - var[0, 0] ** 2))
        assert abs(w2.mean() - width_squared(var)) < 4 * spread / runs ** 0.5
        assert np.isclose(w2.std(ddof=1), spread, rtol=0.25)
        sampled[name, t] = np.sqrt(w2.mean())

final_variance = mode_variance(rate, FINAL, BOX)
W2 = width_squared(final_variance)
W = np.sqrt(W2)
final_spread = np.sqrt(2 * (np.sum(final_variance ** 2)
                            - final_variance[0, 0] ** 2))

# --- Euler schemes at the same final time
strength = 2 * D / BOX ** 2
euler_rows = []
for dt in (1.0, 3.0, 10.0, 30.0):
    explicit = np.zeros_like(rate)
    implicit = np.zeros_like(rate)
    exact = np.zeros_like(rate)
    for _ in range(round(FINAL / dt)):
        explicit = (1 - rate * dt) ** 2 * explicit + strength * dt
        implicit = (implicit + strength * dt) / (1 + rate * dt) ** 2
        exact = np.exp(-2 * rate * dt) * exact + mode_variance(rate, dt, BOX)
    assert np.isclose(width_squared(exact), W2, rtol=1e-11)
    euler_rows.append((dt, *[np.sqrt(width_squared(v))
                             for v in (exact, explicit, implicit)]))
    if dt == 1.0:
        top = np.unravel_index(rate.argmax(), rate.shape)
        fast = rate[top]
        steady = D / (BOX ** 2 * fast)
        explicit_ratio = explicit[top] / steady
        implicit_ratio = implicit[top] / steady
        assert np.isclose(explicit_ratio, 1 / (1 - fast * dt / 2), rtol=1e-9)
        assert np.isclose(implicit_ratio, 1 / (1 + fast * dt / 2), rtol=1e-9)

# --- neglected: deposition comes in separate cycles
after_smoothing = np.zeros_like(rate)
for _ in range(int(FINAL)):
    before = after_smoothing
    after_smoothing = np.exp(-2 * rate) * (before + strength)
after_deposit = np.exp(-2 * rate) * before + strength
cycle_low = np.sqrt(width_squared(after_smoothing))
cycle_high = np.sqrt(width_squared(after_deposit))
assert cycle_low < W < cycle_high

# --- neglected: short waves, larger box, rough substrate
fine_W = np.sqrt(width_squared(
    mode_variance(decay_rates(512, BOX), FINAL, BOX)))
wide_W = np.sqrt(width_squared(
    mode_variance(decay_rates(256, 256.0), FINAL, 256.0)))
substrate_W, substrate_length = 0.2, 10.0
start = np.exp(-squared_k(N, BOX) * substrate_length ** 2 / 4)
start[0, 0] = 0.0
start *= substrate_W ** 2 / start.sum()
left_over = np.sum(start * np.exp(-2 * rate * FINAL))
rough_start_W = np.sqrt(W2 + left_over)

# --- neglected: slope term (GROWTH/2)|grad h|^2 of conformal growth
modes = np.rint(fft.fftfreq(N, 1.0 / N)).astype(int)
PAD = 96                                # padded grid avoids aliasing
index = modes % PAD
kept = (modes != -N // 2)
kept = kept[:, None] & kept[None, :]
kk = wave_numbers(N, BOX)
gradient = (1j * kk[:, None] - kk[None, :]) * kept   # gives h_x + i h_y


def slope_term_run(dt, copies=8):
    local = np.random.default_rng(77)
    linear = np.zeros((copies, N, N), complex)
    full = np.zeros_like(linear)
    decay = np.exp(-rate * dt)
    weight = dt * mean_decay(rate * dt)
    kick = np.sqrt(mode_variance(rate, dt, BOX))
    for _ in range(round(FINAL / dt)):
        padded = np.zeros((copies, PAD, PAD), complex)
        padded[:, index[:, None], index] = gradient * full
        slope = fft.ifft2(padded, norm="forward")
        square = slope.real ** 2 + slope.imag ** 2
        drive = fft.fft2(square, norm="forward")[:, index[:, None], index]
        noise = kick * fft.fft2(local.standard_normal((copies, N, N)),
                                norm="ortho")
        linear = decay * linear + noise
        full = decay * full + noise + weight * 0.5 * GROWTH * drive * kept
    w_lin = surface_width_squared(linear)
    w_full = surface_width_squared(full)
    shift = np.sqrt(w_full.mean() / w_lin.mean()) - 1
    error = (w_full - w_lin).std(ddof=1) / copies ** 0.5 / (2 * w_lin.mean())
    extra = (full - linear)[:, 0, 0].real.mean() / (GROWTH * FINAL)
    return shift, error, extra


slope_runs = {dt: slope_term_run(dt) for dt in (1.0, 0.5)}
k2 = squared_k(N, BOX)
midpoints = (np.arange(300) + 0.5) * FINAL / 300
mean_slope2 = np.mean([np.sum(k2 * mode_variance(rate, t, BOX))
                       for t in midpoints])
slope2_final = np.sum(k2 * final_variance)
assert np.isclose(slope_runs[0.5][2], mean_slope2 / 2, rtol=0.2)

# --- printed numbers
print(f"unit volume {UNIT_VOLUME} nm^3, site area {SITE_AREA} nm^2")
print(f"filled fraction per cycle {FILL:.4f}")
print(f"growth per cycle G = {GROWTH:.4f} nm")
print(f"NU = {NU} nm^2/cycle, K = {K} nm^4/cycle")
print(f"D = {D:.6f} nm^4/cycle")
print(f"box {BOX:.0f} nm, grid {N} x {N}, spacing {BOX / N:.1f} nm")
print(f"final time {FINAL:.0f} cycles, thickness {GROWTH * FINAL:.1f} nm")
print(f"covariance vs small-step limit, rel. error {covariance_error:.1e}")
print(f"uneven partition vs one step, rel. error {partition_error:.1e}")
print(f"naive 1-exp(-x) at x = {tiny:.0e}: rel. error {naive_error:.1e}")
print(f"site-filling variance, 20 cycles, 1 nm^2: {site_variance:.5f} nm^2")
print(f"  formula: {site_formula:.5f} nm^2")
dt_demo = 27.0
print(f"mode (8,0): k = {kk[8]:.4f} 1/nm, rate = {rate[8, 0]:.6f} 1/cycle")
print(f"  step {dt_demo:.0f} cycles: decay factor "
      f"{np.exp(-rate[8, 0] * dt_demo):.5f}")
print(f"  noise rms s = "
      f"{np.sqrt(mode_variance(rate[8, 0], dt_demo, BOX)):.4e} nm")
print(f"slowest nonzero rate {rate[1, 0]:.3e} 1/cycle")
print(f"fastest rate {fast:.4f} 1/cycle")
print(f"explicit Euler stability limit {2 / fast:.3f} cycles")
print("W in nm: time (cycles), formula, 3 large steps, 39 small steps")
for t in times:
    w_formula = np.sqrt(width_squared(mode_variance(rate, t, BOX)))
    print(f"  {t:5.0f} {w_formula:.5f} {sampled['large', t]:.5f} "
          f"{sampled['small', t]:.5f}")
print(f"surfaces per ensemble {runs}")
print(f"final W^2 = {W2:.6f} nm^2, single-surface spread "
      f"{final_spread:.6f} nm^2")
print(f"std. error of ensemble W at end {final_spread / runs**0.5 / 2 / W:.5f} nm")
print(f"final rms of mean height {np.sqrt(final_variance[0, 0]):.5f} nm")
print(f"final point rms {np.sqrt(final_variance.sum()):.5f} nm")
print("final W in nm: step (cycles), exact OU, explicit, implicit Euler")
for dt, a, b, c_imp in euler_rows:
    print(f"  {dt:4.0f} {a:.5f} {b:.4g} {c_imp:.5f}")
print(f"fastest mode, step 1: variance / true, explicit {explicit_ratio:.4f}")
print(f"  implicit {implicit_ratio:.4f}")
print("Neglected effects at the final time:")
print(f"separate cycles: W after smoothing {cycle_low:.5f} nm")
print(f"  W just after deposit {cycle_high:.5f} nm")
print(f"grid 0.125 nm instead of 1 nm: W = {fine_W:.5f} nm")
print(f"box 256 nm instead of 64 nm: W = {wide_W:.5f} nm")
print(f"substrate rms {substrate_W} nm, length {substrate_length:.0f} nm:")
print(f"  surviving rms {np.sqrt(left_over):.5f} nm, "
      f"total W {rough_start_W:.5f} nm")
print(f"rms slope {np.sqrt(slope2_final):.4f}")
print(f"slope term, predicted extra thickness {50 * mean_slope2:.3f} %")
for dt, (shift, error, extra) in slope_runs.items():
    print(f"  step {dt}: extra thickness {100 * extra:.3f} %")
    print(f"    change of W {100 * shift:.2f} +- {100 * error:.2f} %")
print("all good")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 210, in <module>
    assert cycle_low < W < cycle_high
           ^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The program computed the roughness just after the last deposit wrongly: it applied one extra cycle of smoothing to a surface that had already been smoothed, so the supposed upper value fell below the continuous-time width. The deposit is now simply added to the smoothed surface of the previous cycle (`before + strength`), which is the state the printed label describes. The assertion that the continuous width lies between the two values is unchanged, as are all other tests, tolerances and parameters.

Repair:

```diff
@@ -201,9 +201,9 @@
 
 # --- neglected: deposition comes in separate cycles
+# each cycle first deposits (adds variance), then smooths for one cycle time
 after_smoothing = np.zeros_like(rate)
 for _ in range(int(FINAL)):
-    before = after_smoothing
-    after_smoothing = np.exp(-2 * rate) * (before + strength)
-after_deposit = np.exp(-2 * rate) * before + strength
+    after_deposit = after_smoothing + strength
+    after_smoothing = np.exp(-2 * rate) * after_deposit
 cycle_low = np.sqrt(width_squared(after_smoothing))
 cycle_high = np.sqrt(width_squared(after_deposit))
```

Output now:

```
unit volume 0.03 nm^3, site area 0.1 nm^2
filled fraction per cycle 0.3333
growth per cycle G = 0.1000 nm
NU = 0.02 nm^2/cycle, K = 0.002 nm^4/cycle
D = 0.001000 nm^4/cycle
box 64 nm, grid 64 x 64, spacing 1.0 nm
final time 300 cycles, thickness 30.0 nm
covariance vs small-step limit, rel. error 2.5e-08
uneven partition vs one step, rel. error 6.2e-16
naive 1-exp(-x) at x = 2e-13: rel. error 3.1e-04
site-filling variance, 20 cycles, 1 nm^2: 0.04011 nm^2
  formula: 0.04000 nm^2
mode (8,0): k = 0.7854 1/nm, rate = 0.013098 1/cycle
  step 27 cycles: decay factor 0.70212
  noise rms s = 3.0742e-03 nm
slowest nonzero rate 1.930e-04 1/cycle
fastest rate 1.1741 1/cycle
explicit Euler stability limit 1.703 cycles
W in nm: time (cycles), formula, 3 large steps, 39 small steps
      3 0.05961 0.05958 0.05955
     30 0.10164 0.10171 0.10170
    300 0.13739 0.13738 0.13735
surfaces per ensemble 200
final W^2 = 0.018875 nm^2, single-surface spread 0.001225 nm^2
std. error of ensemble W at end 0.00032 nm
final rms of mean height 0.01210 nm
final point rms 0.13792 nm
final W in nm: step (cycles), exact OU, explicit, implicit Euler
     1 0.13739 0.1395 0.13575
     3 0.13739 7.865e+36 0.13318
    10 0.13739 1.897e+27 0.12729
    30 0.13739 5.467e+11 0.11813
fastest mode, step 1: variance / true, explicit 2.4215
  implicit 0.6301
Neglected effects at the final time:
separate cycles: W after smoothing 0.13403 nm
  W just after deposit 0.14125 nm
grid 0.125 nm instead of 1 nm: W = 0.14565 nm
box 256 nm instead of 64 nm: W = 0.13789 nm
substrate rms 0.2 nm, length 10 nm:
  surviving rms 0.16093 nm, total W 0.21160 nm
rms slope 0.1783
slope term, predicted extra thickness 1.535 %
  step 1.0: extra thickness 1.501 %
    change of W 1.02 +- 0.22 %
  step 0.5: extra thickness 1.504 %
    change of W 1.29 +- 0.28 %
all good
```
